# Special displacement for the thermal gap of a tight-binding chain

## Symmetry fixes the second-order answer

Take a ring of $N$ equal atoms ($N$ even) with displacements $u_n$ along the chain, and a band gap defined at a fixed crystal momentum. Relabelling the atoms, $u_n\to u_{n+1}$, cannot change this gap. It multiplies each Fourier amplitude $U_q=N^{-1}\sum_n u_n e^{-iqn}$ by $e^{iq}$. A linear term in $U_q$ therefore survives only at $q=0$, which is a rigid translation and has no effect. A term $U_qU_{q'}$ survives only if $q+q'=0$. With one phonon branch, the gap shift is thus

$$\Delta=\sum_{q\neq0}A_q|U_q|^2+O(u^3).$$

Write a pair of standing waves as $\sqrt{2/N}\,(a\cos qn+b\sin qn)$. Then $U_q=(a-ib)/\sqrt{2N}$ and $|U_q|^2=(a^2+b^2)/2N$, with no product $ab$. A single displacement with $a^2=b^2=\sigma_q^2$, the thermal variance, has the thermal value of every $|U_q|^2$. It gives the thermal shift at second order whatever the signs of $a$ and $b$.

This is the basis of the Zacharias–Giustino special displacement,

$$u=\sum_\nu(-1)^{\nu-1}\sigma_\nu e_\nu ,$$

with normalized real modes $e_\nu$ ordered by frequency and the translation omitted. A long chain with static nuclei adds two conditions. The gap needs a finite energy resolution, without which even the second-order shift grows without limit as the chain lengthens. Beyond second order, the angles in the degenerate pairs must also not line up; independent random angles meet this condition.

## Model and definition of the gap

The springs $K$ and masses $M$ give $M\ddot u_n=K(u_{n+1}-2u_n+u_{n-1})$, so $\omega_q=2\sqrt{K/M}\,|\sin(q/2)|$. The harmonic thermal variance is $\sigma_q^2=(\hbar/2M\omega_q)\coth(\hbar\omega_q/2k_BT)$. Electrons feel the bond stretch $d_n=u_{n+1}-u_n$, whose Fourier amplitude is $D_q=(e^{iq}-1)U_q$. Since $4\sin^2(q/2)=M\omega_q^2/K$,

$$|D_q|^2=\frac{s_q^2}{N},\qquad s_q^2=4\sin^2\!\tfrac q2\,\sigma_q^2=\frac{\hbar\omega_q}{2K}\coth\frac{\hbar\omega_q}{2k_BT}.$$

Each atom carries two orbitals of opposite symmetry under a mirror plane that contains the chain, for example $p_\pi$ for the conduction band and $p_\sigma$ for the valence band. Longitudinal motion keeps this plane and cannot mix them. (An $s$ and a $p_\sigma$ orbital would mix.) Define

$$h(t)=-t\sum_n e^{-\beta d_n}\big(|n\rangle\langle n+1|+\text{h.c.}\big).$$

The conduction band is $\varepsilon_c+h(t_c)$, with its bottom at $k=0$. The valence band is $\varepsilon_v-h(t_v)$, with its top at $k=0$. Nuclei are static and the ring length is fixed, so $\sum_nd_n=0$.

The distance between the highest valence and lowest conduction level is not a usable target for large $N$. Suppose $L$ neighbouring atoms are joined by bonds all compressed by at least $x$. By the variational principle, the lowest eigenvalue of $h$ is then at most $-2te^{\beta x}\cos[\pi/(L+1)]$. Such a run has nonzero probability, so a long enough chain contains one, and larger $L$ and $x$ follow in still longer chains. The raw gap keeps falling.

The gap is instead defined at resolution $\eta$. With $|0\rangle$ the uniform state, let

$$g=\langle0|(-2t+i\eta-h)^{-1}|0\rangle .$$

Without displacements $g=1/i\eta$. In general $1/g=i\eta-\Sigma$ defines the self-energy $\Sigma$, and the conduction edge moves by $\mathrm{Re}\,\Sigma=-\mathrm{Re}(1/g)$. For the valence edge, the resolvent is $\langle0|(2t+i\eta+h)^{-1}|0\rangle=-g^*$, because $h$ is real and symmetric. That edge moves by $+\mathrm{Re}(1/g)$, and the gap shift is

$$\Delta=-\mathrm{Re}\frac1{g(t_c)}-\mathrm{Re}\frac1{g(t_v)} .$$

The thermal value uses the thermal average of each $g$, taken before inversion.

## The second-order coefficient

Expand the hopping: $-te^{-\beta d}=-t+t\beta d-\tfrac12t\beta^2d^2+\dots$. The quadratic part has expectation value $-t\beta^2S$ in $|0\rangle$, since each bond counts twice; here $S=N^{-1}\sum_nd_n^2=N^{-1}\sum_{k\ne0}s_k^2$. The linear part has zero expectation value because $\sum_n d_n=0$. It connects $|0\rangle$ to $|k\rangle$ with

$$\langle k|V_1|0\rangle=\frac{t\beta}N\sum_nd_n\big(e^{-ikn}+e^{-ik(n+1)}\big)=t\beta(1+e^{-ik})D_k .$$

Its squared modulus is $4t^2\beta^2\cos^2(k/2)\,s_k^2/N$. The energy denominator is $-2t+i\eta+2t\cos k=i\eta-4t\sin^2(k/2)\equiv\mathcal D_k$. Hence

$$\Sigma=-t\beta^2S+\frac1N\sum_{k\neq0}\frac{4t^2\beta^2\cos^2(k/2)\,s_k^2}{\mathcal D_k}.$$

The first term can be absorbed. From $\sin^2(k/2)=(i\eta-\mathcal D_k)/4t$ follows

$$\frac{\cos^2(k/2)}{\mathcal D_k}=\frac{1-i\eta/4t}{\mathcal D_k}+\frac1{4t}.$$

The last piece, multiplied by $4t^2\beta^2s_k^2$ and summed, is $+t\beta^2S$. It cancels the first term of $\Sigma$, leaving

$$\Sigma=\Big(1-\frac{i\eta}{4t}\Big)\frac{4t^2\beta^2}N\sum_{k\neq0}\frac{s_k^2}{\mathcal D_k}.$$

**Classical limit.** For $k_BT\gg\hbar\omega$, $s_k^2=k_BT/K$. As $N\to\infty$ the sum becomes an integral, and $\int_{-\pi}^{\pi}\frac{dk}{2\pi}(a-b\cos k)^{-1}=(a^2-b^2)^{-1/2}$ with $a=2t-i\eta$, $b=2t$. Here $a^2-b^2=-4it\eta\,(1-i\eta/4t)$, so

$$\Sigma_{\rm cl}=-2t^2\beta^2\frac{k_BT}K\,\frac{\sqrt{1-i\eta/4t}}{\sqrt{-it\eta}} .$$

Using $1/\sqrt{-i}=e^{i\pi/4}$ and expanding the upper root to first order in $\eta/4t$,

$$\mathrm{Re}\,\Sigma_{\rm cl}\simeq-\sqrt2\,\beta^2\frac{k_BT}K\frac{t^{3/2}}{\sqrt\eta}\Big(1+\frac\eta{8t}\Big).$$

With static nuclei the second-order shift diverges as $\eta^{-1/2}$, so the resolution is part of the definition. Phonon energies, neglected here, cut this growth off at small $\eta$, where the static result should not be used.

**Zero temperature.** Now $s_k^2=\hbar\omega_k/2K\propto|k|$ at small $k$. The integrand behaves as $|k|/(i\eta-tk^2)$, and the divergence weakens to a logarithm of $\eta$.

## Why the pair angles matter

Each degenerate pair may be rotated by an angle $\theta_q$, giving modes proportional to $\cos(qn+\theta_q)$ and $\sin(qn+\theta_q)$. Ordered by frequency, they receive signs $+$ and $-$. Since $\cos x-\sin x=\sqrt2\cos(x+\pi/4)$, a pair contributes $(2\sigma_q/\sqrt N)\cos(qn+\theta_q+\pi/4)$. Subtracting neighbours gives

$$d_n=-\frac2{\sqrt N}\sum_{0<q<\pi}s_q\sin\!\big[q(n+\tfrac12)+\theta_q+\tfrac\pi4\big]+O(N^{-1/2}),$$

where the remainder is the single mode at $q=\pi$.

**Aligned angles fail.** Put $\theta_q=0$ and treat $s_q$ as a constant $s$. At $n=0$ the sum becomes $(N/2\pi)\int_0^\pi\sin(q/2+\pi/4)\,dq=(N/2\pi)\,2\sqrt2$, so

$$d_0\simeq-\frac{2\sqrt2}\pi\,s\sqrt N .$$

The aligned phases have built a spike, here a compression; equal signs would build one of the same height, a stretch at $n=-1$. Away from it, with $m=n+\tfrac12$ and $|m|\le N/2$, the geometric sum is bounded by $1/|\sin(\pi m/N)|\le N/2|m|$. Apart from the $q=\pi$ mode, $|d_n|\le s\sqrt N/|m|$. Stretches above any fixed threshold occupy a fraction of the ring that falls as $N^{-1/2}$. Elsewhere the bonds are almost unstretched, so $g\to1/i\eta$ and the shift tends to zero instead of to its thermal value.

**Random angles work.** Draw each $\theta_q$ once, independently and uniformly. Any finite set of stretches is then a sum of many independent terms of size $N^{-1/2}$. By the central limit theorem it becomes jointly Gaussian, with covariance

$$\langle d_nd_m\rangle=\frac4N\sum_{0<q<\pi}\frac{s_q^2}2\cos q(n-m),$$

which is the thermal covariance for large $N$. It decays at large separation, so distant pieces of chain become independent.

Now $g=N^{-1}\sum_{nm}\langle n|(-2t+i\eta-h)^{-1}|m\rangle$ is a spatial average. If the hopping is capped at some large value, the matrix elements decay exponentially with $|n-m|$ at fixed $\eta$, so the averaged quantity is local and bounded. Its mean tends to the thermal mean and its variance to zero. One special cell therefore gives the thermal shift in probability, including the orders beyond $u^2$. The cap is harmless in the example below, where the typical $\beta d$ is 0.06.

The signs themselves do no work here. Equal signs give $\cos x+\sin x=\sqrt2\cos(x-\pi/4)$, which shifts every angle by $\pi/2$ and leaves the random ensemble unchanged. With several branches at one $q$, symmetry permits products such as $U_{q1}U_{q2}^*$. Independent angles for each branch give these products zero mean.

## Algorithm

```
input: N (even), K, M, T, beta, hoppings t_c and t_v, eta
for j = 1 .. N/2-1:
    q = 2*pi*j/N
    theta = uniform random angle in [0, 2*pi)
    add (2*sigma_q/sqrt(N)) * cos(q*n + theta + pi/4) to u_n
add (sigma_pi/sqrt(N)) * (-1)^n to u_n
d_n = u_(n+1) - u_n          (indices cyclic)
shift = 0
for t in (t_c, t_v):
    A = cyclic tridiagonal matrix:
        diagonal z = -2t + i*eta, off-diagonal t*exp(-beta*d_n)
    solve A x = (1, 1, ..., 1)
    g = sum(x)/N
    shift = shift - Re(1/g)
return shift
```

The $q=\pi$ mode comes last in frequency order and has odd index $N-1$, hence its plus sign.

For the cyclic solve, let $c$ be the corner element and write $A=B+pw^{T}$ with $p=(-z,0,\dots,0,c)$ and $w=(1,0,\dots,0,-c/z)$. The product $pw^T$ supplies both corners. $B$ is tridiagonal with first diagonal element $2z$ and last $z+c^2/z$, so that $2z-z=z$ and $z+c^2/z-c^2/z=z$ are restored. Solve $By=(1,\dots,1)$ and $Br=p$; then

$$x=y-r\,\frac{w^Ty}{1+w^Tr}.$$

**Cost.** Summing the modes with a fast Fourier transform takes $O(N\log N)$ operations, and each solve takes $O(N)$. In a crystal without analytic modes, one small dynamical matrix is diagonalized for each $q$. Diagonalizing the dynamical matrix of the whole supercell as a dense matrix would take $O(N^3)$.

**Stability.** Because $h$ is real and symmetric, the norm of $A^{-1}$ is at most $1/\eta$. The condition number is at most $\|A\|/\eta$ and does not grow with $N$ while the hoppings stay bounded. It worsens as $\eta\to0$. The auxiliary matrix $B$ is also safe when $c<|z|$: its imaginary part is diagonal with smallest element $\eta(1-c^2/|z|^2)$, and the norm of $B^{-1}$ is at most the inverse of that element. For $c\simeq t$ and $|z|\simeq2t$ the element is about $\tfrac34\eta$.

## Worked example

The parameters are round model values: bare gap 2 eV, $t_c=0.8$ eV, $t_v=0.5$ eV, $\beta=1$ Å$^{-1}$, $K=10$ eV/Å$^2$, $M=30$ u, $T=300$ K and $\eta=100$ meV. The highest phonon energy is 74.7 meV and the rms bond stretch is 0.058 Å.

**Second order.** With $k_BT/K=0.02585/10=0.002585$ Å$^2$, the leading classical term is

$$-\sqrt2\,(0.002585)\,\frac{0.8^{3/2}+0.5^{3/2}}{\sqrt{0.1}}\ \text{eV}=-12.4\ \text{meV}.$$

The factors $1+\eta/8t$ bring it to $-12.6$ meV. The full sum for $N=4096$ gives $-14.5$ meV. The difference of 1.9 meV is the quantum excess of $s_k^2$ over $k_BT/K$.

The coefficient was tested by multiplying a special displacement by $\pm0.02$, averaging the two shifts to remove odd orders, and dividing by $0.02^2$. Random angles at $N=256$ gave $-14.460$ meV against $-14.461$ from the formula. Aligned angles at $N=64$ gave $-14.419$ against $-14.421$. At this order the angles are indeed irrelevant.

**Full amplitude.** The Monte Carlo reference, from 400 thermal cells of 16384 atoms, is $-13.20\pm0.01$ meV, so the gap in this definition is 1.987 eV. The value belongs to the definition as well as to $\eta$: because $\mathrm{Im}\,\Sigma$ depends on energy, the peaks of $-\mathrm{Im}\,g$ taken as functions of energy give a gap shift of about $-16$ meV at the same $\eta$. Higher orders thus reduce the second-order shift by 1.3 meV. The table gives one special cell per size, and the spread over 200 cells of each kind, all in meV.

| $N$ | one special cell | rms error, special | scatter, special | scatter, thermal |
|---|---|---|---|---|
| 64 | −13.06 | 1.39 | 1.37 | 3.24 |
| 256 | −13.81 | 0.81 | 0.81 | 1.51 |
| 1024 | −13.40 | 0.45 | 0.45 | 0.85 |
| 4096 | −12.96 | 0.22 | 0.22 | 0.41 |
| 16384 | −13.14 | 0.10 | 0.10 | 0.20 |

The individual values do not approach the reference monotonically. The close value at $N=64$ is luck, since the rms error there is ten times larger than its deviation. The rms error is what falls steadily. From 256 to 4096 atoms the scatter drops by a factor 3.7, compatible with the 4 expected from $N^{-1/2}$, given a sampling uncertainty of about 7%.

A thermal cell has random amplitudes as well as random angles; the special cell has random angles alone, so its second-order shift does not fluctuate. At the largest size its scatter is half as large. One special cell is then worth about four thermal cells of that size, not an unlimited number. Equal signs gave 0.97 times the scatter of alternating signs at $N=1024$.

## Failure modes in numbers

**Aligned angles.** The largest change of a bond length, a compression, is 0.42, 1.68 and 6.70 Å for 64, 1024 and 16384 atoms. The estimate $(2\sqrt2/\pi)(0.0583)\sqrt{16384}=6.7$ Å agrees. The gap shifts are $+3.5$, $+2.9$ and $+0.7$ meV, wrong in sign. They are not monotonic in small rings ($+7.1$ meV at 256 atoms); from 1024 atoms on they fall towards zero as $N^{-1/2}$. Equal signs give $-10.1$, $-2.9$ and $-0.7$ meV, of the right sign but also tending to zero. A compression of several ångström is also far outside the range of harmonic springs and of the hopping law.

**No resolution.** In open chains, measured from the undisplaced chain of equal length, the mean raw gap shift over 40 thermal cells is $-52$, $-87$ and $-119$ meV for 64, 512 and 4096 atoms, each with a sampling uncertainty of about 3 meV (200 cells give $-44\pm1$ meV for 64 atoms). It shows no sign of settling.

**Choice of $\eta$.** The Monte Carlo shift is $-15.7$, $-13.2$ and $-10.5$ meV for $\eta=50$, 100 and 200 meV. A shift must be quoted with its resolution. The growth per halving of $\eta$ is below the factor $\sqrt2$ of the leading classical term; the quantum excess and the higher orders both alter that law, and these numbers do not separate them.

**Static nuclei.** Phonon emission and absorption change the sum in the first expression for $\Sigma$, the one containing $\cos^2(k/2)$; the term $-t\beta^2S$ stays as it is. (The reduced expression no longer applies, because its derivation used the static denominator.) In that sum $s_k^2/\mathcal D_k$ is replaced by

$$\frac{\hbar\omega_k}{2K}\left[\frac{n_k+1}{\mathcal D_k-\hbar\omega_k}+\frac{n_k}{\mathcal D_k+\hbar\omega_k}\right],$$

with $n_k$ the Bose occupation. At second order this changes $-14.5$ to $-14.3$ meV, a small correction at this $\eta$.

**Fixed length.** This is the largest neglected effect that was sized. A Morse bond with exponent $b$ and the same $K$ has energy $\tfrac12Kx^2-\tfrac12Kbx^3+\dots$. At zero tension the mean force vanishes, so $K\langle x\rangle=\tfrac32Kb\langle x^2\rangle$ and classically $\langle x\rangle\simeq\tfrac32b\,k_BT/K$. For $b=1.5$ Å$^{-1}$ this is 0.0058 Å; a classical average with the full Morse function, taken from $x=-0.5$ to $1$ Å, gives 0.0059 Å. Longer bonds narrow both bands and open the gap by $2(t_c+t_v)(1-e^{-\beta\langle x\rangle})=15.4$ meV. This classical estimate is low, because the stretch variance of the model is $0.0583^2=0.0034$ Å$^2$ and not 0.0026 Å$^2$. With the larger value, $\tfrac32b\langle x^2\rangle$ is 0.0076 Å and the opening is about 20 meV. Either estimate outweighs the $-13.2$ meV. The computed shift is therefore a constant-length quantity, and for a free chain even its sign would depend on the anharmonicity.

Real chain-like solids also have transverse vibrations, coupling between chains and electron–electron interaction. None of these is included or sized here, so the example tests the displacement scheme and does not predict the gap of a compound. The complete figures are in the numerical output below.

## Computed results

```
bare gap: 2.000 eV; hoppings: 0.8, 0.5 eV
beta: 1.0 1/A; spring: 10.0 eV/A^2; mass: 30.0 u
temperature: 300 K; kT: 25.85 meV; eta: 100 meV
highest phonon energy: 74.66 meV
rms thermal bond stretch: 0.0583 A
second order, random angles, N=256: from scaled cell -14.460 meV, formula -14.461 meV
second order, aligned angles, N=64: from scaled cell -14.419 meV, formula -14.421 meV
displacement scale in that test: 0.02
Monte Carlo reference, N=16384, 400 cells: -13.204 +- 0.011 meV
thermal gap at this resolution: 1.9868 eV
angle sets and Monte Carlo cells per size: 200
N=64: one special cell -13.061 meV, rms error 1.394 meV, scatter 1.371 meV, Monte Carlo cell scatter 3.244 meV
N=256: one special cell -13.805 meV, rms error 0.814 meV, scatter 0.811 meV, Monte Carlo cell scatter 1.507 meV
N=1024: one special cell -13.395 meV, rms error 0.450 meV, scatter 0.451 meV, Monte Carlo cell scatter 0.845 meV
N=4096: one special cell -12.959 meV, rms error 0.218 meV, scatter 0.218 meV, Monte Carlo cell scatter 0.412 meV
N=16384: one special cell -13.139 meV, rms error 0.102 meV, scatter 0.102 meV, Monte Carlo cell scatter 0.200 meV
scatter ratio N=256 to N=4096: 3.72
scatter, equal signs over alternating signs, N=1024: 0.97
aligned angles, N=64: largest stretch 0.417 A, gap shift 3.498 meV
aligned angles, N=1024: largest stretch 1.675 A, gap shift 2.939 meV
aligned angles, N=16384: largest stretch 6.702 A, gap shift 0.728 meV
spike growth N=1024 to N=16384: 4.001
fourth-moment ratio, N=16384: random angles 2.993, aligned 10796
raw level gap shift, open chain N=64, 40 cells: -51.8 meV
raw level gap shift, open chain N=512, 40 cells: -86.6 meV
raw level gap shift, open chain N=4096, 40 cells: -118.6 meV
Monte Carlo gap shift at eta=50 meV: -15.71 meV
Monte Carlo gap shift at eta=200 meV: -10.46 meV
second-order shift, N=4096, static nuclei: -14.473 meV
second-order shift, N=4096, with phonon energies: -14.315 meV
Morse exponent: 1.5 1/A; well depth: 2.222 eV
neglected bond lengthening (classical): 0.00593 A
gap shift from that lengthening: +15.37 meV
```
